# Chebyshev expansion of a step-function density matrix and its Gibbs overshoot: test program

```python
"""Chebyshev expansion of the step theta(mu - x) on [-1, 1], |mu| < 1.

Result under test, with alpha = arccos(mu):
    c_0 = 1 - alpha/pi,   c_n = -2 sin(n alpha)/(n pi) for n >= 1,
and the partial sum S_N = sum_{n<=N} c_n T_n overshoots the step by
Si(pi)/pi - 1/2 (about nine percent of the jump) on each side as N grows.
The angle phi is defined by x = cos(phi); x < mu means phi > alpha.
"""
import numpy as np
from numpy.polynomial.chebyshev import chebval
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import eval_chebyt, sici


def step_coefficients(mu, degree):
    alpha = np.arccos(mu)
    n = np.arange(1, degree + 1)
    return np.concatenate(([1 - alpha / np.pi],
                           -2 * np.sin(n * alpha) / (n * np.pi)))


def coefficient_by_quadrature(mu, n):
    """Weighted projection on T_n, integrated in x from -1 to mu."""
    integral = quad(lambda x: eval_chebyt(n, x) / np.sqrt(1 - x), -1, mu,
                    weight='alg', wvar=(-0.5, 0), epsabs=1e-12,
                    epsrel=1e-12, limit=200)[0]
    return (1 if n == 0 else 2) * integral / np.pi


def first_extremum(mu, degree, side):
    """side=+1: first maximum at phi > alpha; side=-1: first minimum."""
    alpha = np.arccos(mu)
    c = step_coefficients(mu, degree)
    unit = np.pi / (degree + 1)
    found = minimize_scalar(
        lambda r: -side * chebval(np.cos(alpha + side * r * unit), c),
        bounds=(0.3, 1.8), method='bounded', options={'xatol': 1e-9})
    return found.x, -side * found.fun


# Coefficients against their defining integral
for mu_test in (-0.7, 0.0, 0.3, 0.85):
    formula = step_coefficients(mu_test, 12)
    direct = [coefficient_by_quadrature(mu_test, n) for n in range(13)]
    assert np.allclose(formula, direct, rtol=0, atol=1e-9)

mu = 0.3
alpha = np.arccos(mu)
print(f"mu = {mu:.2f}, alpha = arccos(mu) = {alpha:.6f} rad")
print("n, c_n from formula, c_n from quadrature (dimensionless)")
for n, value in enumerate(step_coefficients(mu, 5)):
    print(f"  {n}  {value:+.6f}  {coefficient_by_quadrature(mu, n):+.6f}")

# Gibbs limit and finite-degree behaviour
si_pi = sici(np.pi)[0]
high_limit = 0.5 + si_pi / np.pi
low_limit = 0.5 - si_pi / np.pi
print(f"Si(pi) = {si_pi:.6f}")
print(f"limiting maximum = {high_limit:.6f}, minimum = {low_limit:.6f}")
print(f"limiting overshoot = {100 * (high_limit - 1):.3f} % of the jump")

x_fixed = 0.2
phi_fixed = np.arccos(x_fixed)
phi_grid = np.linspace(0, np.pi, 20001)
print(f"degree N, maximum, minimum, x of maximum, S_N(mu), S_N({x_fixed})")
peak_at = {}
dip_at = {}
for degree in (20, 40, 80, 320, 1280):
    c = step_coefficients(mu, degree)
    m = degree + 0.5
    ratio_high, high = first_extremum(mu, degree, +1)
    ratio_low, low = first_extremum(mu, degree, -1)
    peak_at[degree], dip_at[degree] = high, low
    jump_bound = 1 / (np.pi * m * np.sin(alpha))
    # positions: t = pi/(N+1) up to a relative shift of order 1/N
    assert abs(ratio_high - 1) < 1.5 / degree
    assert abs(ratio_low - 1) < 1.5 / degree
    # heights: smooth-part remainder plus second-order terms
    assert abs(high - high_limit) < jump_bound + 2 / degree**2
    assert abs(low - low_limit) < jump_bound + 2 / degree**2
    # the first extrema are the largest ones on the whole interval
    everywhere = chebval(np.cos(phi_grid), c)
    assert everywhere.max() <= high + 1e-9
    assert everywhere.min() >= low - 1e-9
    # convergence at the jump and at a fixed point, with explicit bounds
    at_jump = chebval(mu, c)
    at_fixed = chebval(x_fixed, c)
    assert abs(at_jump - 0.5) <= jump_bound + 1e-12
    fixed_bound = (1 / abs(np.sin((alpha + phi_fixed) / 2))
                   + 1 / abs(np.sin((alpha - phi_fixed) / 2))) / (np.pi * m)
    assert abs(at_fixed - 1) <= fixed_bound + 1e-12
    x_peak = np.cos(alpha + ratio_high * np.pi / (degree + 1))
    print(f"  {degree:4d}  {high:.5f}  {low:+.5f}  {x_peak:.5f}"
          f"  {at_jump:.5f}  {at_fixed:.5f}")

# In x the distance of the peak from mu approaches pi sqrt(1-mu^2)/N
distance = mu - x_peak
estimate = np.pi * np.sqrt(1 - mu**2) / degree
assert abs(distance / estimate - 1) < 5 / degree
print(f"N = {degree}: mu - x of maximum = {distance:.6f},"
      f" estimate = {estimate:.6f}")

print("other step positions, N = 1000: mu, maximum")
for mu_other in (-0.5, 0.0, 0.8):
    high = first_extremum(mu_other, 1000, +1)[1]
    bound = 1 / (np.pi * 1000.5 * np.sqrt(1 - mu_other**2))
    assert abs(high - high_limit) < bound + 2 / 1000**2
    print(f"  {mu_other:+.1f}  {high:.5f}")

# Density matrix of an open tight-binding chain by matrix recurrence
sites, hopping, potential, scale, degree = 100, -1.0, 0.6, 2.0, 40
hamiltonian = hopping * (np.eye(sites, k=1) + np.eye(sites, k=-1))
energies = np.linalg.eigvalsh(hamiltonian)
assert np.max(np.abs(energies)) < scale
scaled = hamiltonian / scale
c = step_coefficients(potential / scale, degree)
previous, current = np.eye(sites), scaled.copy()
density = c[0] * previous + c[1] * current
for n in range(2, degree + 1):
    previous, current = current, 2 * scaled @ current - previous
    density += c[n] * current
occupations = np.linalg.eigvalsh(density)
expected = np.sort(chebval(energies / scale, c))
assert np.allclose(occupations, expected, rtol=0, atol=1e-10)
assert 1.05 < occupations[-1] <= peak_at[degree] + 1e-9
assert dip_at[degree] - 1e-9 <= occupations[0] < -0.05
filled = int(np.sum(energies < potential))
print(f"chain: {sites} sites, hopping {hopping:.1f} eV,"
      f" chemical potential {potential:.1f} eV")
print(f"energy scale {scale:.1f} eV, polynomial degree {degree}")
print(f"largest occupation = {occupations[-1]:.5f}")
print(f"smallest occupation = {occupations[0]:+.5f}")
print(f"occupations above 1: {np.sum(occupations > 1 + 1e-10)},"
      f" below 0: {np.sum(occupations < -1e-10)}")
print(f"trace = {np.trace(density):.5f} electrons per spin")
print(f"exact filling = {filled} electrons per spin")
print("tests ok")
```

Printed output:

```
mu = 0.30, alpha = arccos(mu) = 1.266104 rad
n, c_n from formula, c_n from quadrature (dimensionless)
  0  +0.596987  +0.596987
  1  -0.607297  -0.607297
  2  -0.182189  -0.182189
  3  +0.129557  +0.129557
  4  +0.149395  +0.149395
  5  -0.006024  -0.006024
Si(pi) = 1.851937
limiting maximum = 1.089490, minimum = -0.089490
limiting overshoot = 8.949 % of the jump
degree N, maximum, minimum, x of maximum, S_N(mu), S_N(0.2)
    20  1.09045  -0.08940  0.14702  0.49946  1.02069
    40  1.09135  -0.08778  0.22431  0.49821  1.05201
    80  1.09143  -0.08755  0.26247  0.49806  1.01310
   320  1.08923  -0.08975  0.29062  0.50026  1.00050
  1280  1.08937  -0.08961  0.29766  0.50012  0.99785
N = 1280: mu - x of maximum = 0.002342, estimate = 0.002341
other step positions, N = 1000: mu, maximum
  -0.5  1.08931
  +0.0  1.08949
  +0.8  1.08925
chain: 100 sites, hopping -1.0 eV, chemical potential 0.6 eV
energy scale 2.0 eV, polynomial degree 40
largest occupation = 1.08700
smallest occupation = -0.08540
occupations above 1: 24, below 0: 22
trace = 59.79619 electrons per spin
exact filling = 60 electrons per spin
tests ok
```
